**Second-order contour error of symmetric Fourier splitting for a diblock propagator**

The program propagates ∂q/∂n = D∂²q/∂x² − wq, where q is the chain propagator, n the segment index, D = b²/6 for statistical segment length b, and w the field per segment divided by k_BT. It asserts symbolically that the symmetric step agrees with the exact step through second order and has the derived third-order error operator. It solves a truncated self-consistent lamellar field, freezes it, and compares split propagation with a plane-wave matrix exponential that uses no contour steps. From 40 to 640 steps the error falls from 2.54 × 10⁻³ to 1.06 × 10⁻⁵ of the largest q, with halving ratios of 3.824, 3.934, 3.981 and 3.995. The predicted leading error agrees with the measured one at 640 steps to 0.08% of its largest value. Further assertions cover extrapolation, the bead-chain identity and the interface-tension minimum. Controls with one-sided splitting, a missed junction and a square-wave field show the expected loss of fourfold reduction.

## Numerical verification

```python
"""
Result under test: for a smooth frozen field, symmetric Fourier splitting of
    dq/dn = D q'' - w(x,n) q,   q(x,0) = 1,   D = b^2/6,
has propagator error h^2 e2(x) + O(h^4), so halving h divides it by about 4.
n: segment index, 0..N;  b: statistical segment length (nm);  h: contour step
(segments);  w = U/(kB T): field per segment, w_A before and w_B after n = N/2.
The leading error e2 follows from the local error operator
    E = -(D/12) w'^2 - (D^2/12) (w'''' + 4 w''' d/dx + 4 w'' d^2/dx^2).
The field solves a truncated-cosine self-consistent lamellar diblock problem.
The reference propagator is a plane-wave matrix exponential without steps.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import eigh
from scipy.optimize import root

# Rough typical inputs for 28 nm pitch lamellar directed self-assembly
N = 500
b = 0.70                 # nm
chi = 0.040
pitch = 28.0             # nm
temperature = 500.0      # K
segment_volume = 0.17    # nm^3
dispersity = 1.05
compressibility = 6e-10  # 1/Pa
D = b**2 / 6
kT = const.k * temperature
kT_meV = kT / const.e * 1e3
grid = 128
x = np.arange(grid) * pitch / grid
k1 = 2 * np.pi / pitch


def propagate(first, second, steps, length=N, symmetric=True):
    """All contour slices; a step uses the block in which it starts."""
    h = length / steps
    size = len(first)
    k = 2 * np.pi * np.fft.rfftfreq(size, d=pitch / size)
    diffusion = np.exp(-h * D * k**2)
    share = 0.5 if symmetric else 1.0
    factors = [np.exp(-share * h * first), np.exp(-share * h * second)]
    q = np.ones((steps + 1, size))
    for j in range(steps):
        factor = factors[0] if 2 * j < steps else factors[1]
        new = np.fft.irfft(diffusion * np.fft.rfft(factor * q[j]), n=size)
        q[j + 1] = factor * new if symmetric else new
    return q


def densities(w_a, w_b, steps, length=N):
    q = propagate(w_a, w_b, steps, length)
    q_back = propagate(w_b, w_a, steps, length)[::-1]
    product = q * q_back
    Q = q[-1].mean()
    half = steps // 2
    phi_a = simpson(product[:half + 1], dx=1 / steps, axis=0) / Q
    phi_b = simpson(product[half:], dx=1 / steps, axis=0) / Q
    return phi_a, phi_b, product.mean(axis=1)


# Symbolic local error: Taylor terms of the split step minus exact step
X, Ds = sp.symbols("X D")
W, F = sp.Function("W")(X), sp.Function("F")(X)


def diffuse(g, times):
    for _ in range(times):
        g = Ds * sp.diff(g, X, 2)
    return g


for order in (1, 2, 3):
    split = 0
    for i in range(order + 1):
        for j in range(order + 1 - i):
            m = order - i - j
            inner = (-W / 2)**m / sp.factorial(m) * F
            split += ((-W / 2)**i / sp.factorial(i)
                      * diffuse(inner, j) / sp.factorial(j))
    exact_term = F
    for _ in range(order):
        exact_term = sp.expand(diffuse(exact_term, 1) - W * exact_term)
    exact_term = exact_term / sp.factorial(order)
    expected = 0
    if order == 3:
        expected = (-Ds / 12 * sp.diff(W, X)**2 * F
                    - Ds**2 / 12 * (sp.diff(W, X, 4) * F
                                    + 4 * sp.diff(W, X, 3) * sp.diff(F, X)
                                    + 4 * sp.diff(W, X, 2) * sp.diff(F, X, 2)))
    assert sp.expand((split - exact_term - expected).doit()) == 0

# Self-consistent lamellar field in a short cosine basis
odd = np.array([1, 3, 5, 7, 9])
even = np.array([2, 4, 6, 8, 10])
cos_odd = np.cos(k1 * np.outer(odd, x))
cos_even = np.cos(k1 * np.outer(even, x))


def fields(c):
    minus = c[:5] @ cos_odd / N
    plus = c[5:] @ cos_even / N
    return plus - minus, plus + minus


def residual(c):
    phi_a, phi_b, _ = densities(*fields(c), 200)
    r_minus = chi * N / 2 * 2 * (cos_odd @ (phi_a - phi_b)) / grid - c[:5]
    r_plus = 2 * (cos_even @ (phi_a + phi_b)) / grid
    return np.concatenate([r_minus, r_plus])


c = np.zeros(10)
c[0], c[1] = 10.0, -1.0
relax = np.concatenate([np.full(5, 0.1),
                        0.2 * (1 + N * D * (k1 * even)**2 / 2)])
for _ in range(200):
    c = c + relax * residual(c)
solution = root(residual, c, method="hybr", tol=1e-11)
c = solution.x
field_residual = np.max(np.abs(residual(c)))
assert field_residual < 1e-7
assert c[0] > 3.0                       # a segregated, not uniform, solution
w_a, w_b = fields(c)
phi_a, phi_b, cuts = densities(w_a, w_b, 200)
density_defect = np.max(np.abs(phi_a + phi_b - 1))
assert density_defect < 0.01
assert np.ptp(cuts) / cuts.mean() < 1e-10

# Plane-wave reference, independent of grid and contour step
cutoff = 40
modes = np.arange(-cutoff, cutoff + 1)
k = k1 * modes
mode_gap = modes[:, None] - modes[None, :]
k_gap = k1 * mode_gap


def plane_wave_block(sign):
    amplitude = np.zeros(2 * cutoff + 1)
    amplitude[odd] = sign * c[:5] / N / 2
    amplitude[even] = c[5:] / N / 2
    potential = amplitude[np.abs(mode_gap)]
    energy, vectors = eigh(np.diag(D * k**2) + potential)
    w1, w2, w3, w4 = [(1j * k_gap)**p * potential for p in (1, 2, 3, 4)]
    E = (-D / 12 * w1 @ w1
         - D**2 / 12 * (w4 + 4 * w3 * (1j * k) - 4 * w2 * k**2))
    assert np.max(np.abs(E.imag)) < 1e-10
    return energy, vectors, E.real


def evolve(block, length, vector):
    energy, vectors, _ = block
    return vectors @ (np.exp(-energy * length) * (vectors.T @ vector))


def accumulated_error(block, length, start):
    nodes, weights = np.polynomial.legendre.leggauss(80)
    total = np.zeros_like(start)
    for node, weight in zip(nodes, weights):
        t = length * (node + 1) / 2
        source = block[2] @ evolve(block, t, start)
        total += weight * length / 2 * evolve(block, length - t, source)
    return total


block_a, block_b = plane_wave_block(-1), plane_wave_block(1)
start = (modes == 0).astype(float)
junction = evolve(block_a, N / 2, start)
end = evolve(block_b, N / 2, junction)
to_grid = np.cos(np.outer(x, k))
q_exact = to_grid @ end
Q_exact = end[cutoff]
e2 = to_grid @ (evolve(block_b, N / 2, accumulated_error(block_a, N / 2, start))
                + accumulated_error(block_b, N / 2, junction))
scale = np.max(np.abs(q_exact))


def relative_error(q):
    return np.max(np.abs(q - q_exact)) / scale


# Step-halving study
step_counts = [40, 80, 160, 320, 640]
ends = {s: propagate(w_a, w_b, s)[-1] for s in step_counts}
errors = np.array([relative_error(ends[s]) for s in step_counts])
ratios = errors[:-1] / errors[1:]
assert np.all((ratios > 3) & (ratios < 5))
assert abs(ratios[-1] - 4) < 0.03
h_fine = N / 640
measured_e2 = (ends[640] - q_exact) / h_fine**2
e2_mismatch = np.max(np.abs(measured_e2 - e2)) / np.max(np.abs(e2))
assert e2_mismatch < 0.01

# Extrapolation and error estimate
extra_coarse = relative_error((4 * ends[320] - ends[160]) / 3)
extra_fine = relative_error((4 * ends[640] - ends[320]) / 3)
extra_ratio = extra_coarse / extra_fine
assert 13 < extra_ratio < 18
estimate = np.max(np.abs(ends[640] - ends[320])) / 3 / scale
assert abs(estimate / errors[-1] - 1) < 0.02

# Controls that should lose second order
one_sided = [relative_error(propagate(w_a, w_b, s, symmetric=False)[-1])
             for s in (320, 640)]
one_sided_ratio = one_sided[0] / one_sided[1]
assert abs(one_sided_ratio - 2) < 0.15
missed = [relative_error(propagate(w_a, w_b, s)[-1]) for s in (321, 641)]
missed_order = np.log(missed[0] / missed[1]) / np.log(641 / 321)
assert abs(missed_order - 1) < 0.1

size = 512
sharp = chi / 2 * np.sign(np.cos(2 * np.pi * (np.arange(size) + 0.5) / size))
k_sharp = 2 * np.pi * np.fft.fftfreq(size, d=pitch / size)
waves = np.exp(1j * np.outer(np.arange(size) * pitch / size, k_sharp))
kinetic = ((waves * (D * k_sharp**2)) @ waves.conj().T).real / size
q_sharp = np.ones(size)
for field in (-sharp, sharp):
    energy, vectors = eigh(kinetic + np.diag(field))
    q_sharp = vectors @ (np.exp(-energy * N / 2) * (vectors.T @ q_sharp))
sharp_errors = np.array([
    np.max(np.abs(propagate(-sharp, sharp, s)[-1] - q_sharp))
    / np.max(q_sharp) for s in (80, 160, 320)])
sharp_ratios = sharp_errors[:-1] / sharp_errors[1:]
assert 1.6 < sharp_ratios[-1] < 3.2

# Bead chain by real-space Gaussian convolution, half weights at block ends
distance = x[:, None] - x[None, :]
kernel = sum(np.exp(-1.5 * ((distance + image * pitch) / b)**2)
             for image in (-1, 0, 1))
kernel *= np.sqrt(3 / (2 * np.pi * b**2)) * pitch / grid
bead = np.ones(grid)
for bond in range(N):
    weight = np.exp(-(w_a if bond < N // 2 else w_b) / 2)
    bead = weight * (kernel @ (weight * bead))
assert np.max(np.abs(bead - propagate(w_a, w_b, N)[-1])) / scale < 1e-9
bead_error = relative_error(bead)


def interface_width(steps):
    phi = densities(w_a, w_b, steps)[0]
    kr = 2 * np.pi * np.fft.rfftfreq(grid, d=pitch / grid)
    slope = np.fft.irfft(1j * kr * np.fft.rfft(phi), n=grid)
    return 1 / abs(slope[grid // 4])


width_coarse, width_fine = interface_width(40), interface_width(640)

# Interface tension: quadrature of the functional against its minimum
z = np.linspace(-12, 12, 24001)


def tension_integral(width):
    phi = 1 / (1 + np.exp(-4 * z / width))
    mix = phi * (1 - phi)
    density = b**2 / 24 * np.gradient(phi, z)**2 / mix + chi * mix
    return simpson(density, x=z)


ideal_width = 2 * b / np.sqrt(6 * chi)
tension_reduced = b * np.sqrt(chi / 6)
assert abs(tension_integral(ideal_width) / tension_reduced - 1) < 1e-4
assert min(tension_integral(0.8 * ideal_width),
           tension_integral(1.25 * ideal_width)) > tension_reduced
tension = kT * tension_reduced / segment_volume * 1e18      # N/m
roughness = np.sqrt(kT / (2 * np.pi * tension)
                    * np.log(pitch / width_fine)) * 1e9     # nm

# Other neglected effects
spread = np.sqrt(dispersity - 1)


def minority(length):
    a, bb, _ = densities(w_a, w_b, 400, length)
    return bb[0] / (a[0] + bb[0])


purity = [minority(N * factor) for factor in (1 - spread, 1, 1 + spread)]
stretch = (pitch / 2) / (N * b)
force_correction = 0.6 * stretch**2
pressure_swing = np.ptp((w_a + w_b) / 2) * kT / (segment_volume * 1e-27)
density_swing = compressibility * pressure_swing

print(f"segments N = {N}, b = {b:.2f} nm, chi = {chi:.3f}, chi N = {chi*N:.1f}")
print(f"pitch = {pitch:.1f} nm, T = {temperature:.0f} K, kT = {kT_meV:.3f} meV")
print(f"segment volume = {segment_volume:.2f} nm^3, D = {D:.5f} nm^2/segment")
print(f"radius of gyration = {np.sqrt(N*D):.3f} nm, grid = {grid} points")
print("cosine amplitudes of (U_B-U_A)/2, harmonics 1,3,5,7,9 (meV/segment):")
print("  " + ", ".join(f"{v:.5f}" for v in c[:5] / N * kT_meV))
print("cosine amplitudes of (U_A+U_B)/2, harmonics 2,4,6,8,10 (meV/segment):")
print("  " + ", ".join(f"{v:.5f}" for v in c[5:] / N * kT_meV))
print(f"largest solved field-equation residual = {field_residual:.1e} (no unit)")
print(f"largest total-density defect = {density_defect:.2e} (fraction)")
print(f"exact-step Q = {Q_exact:.6f}, max q(x,N) = {scale:.6f} (no unit)")
print("steps | h (segments) | max error / max q | ln Q error (no unit)")
for s, err in zip(step_counts, errors):
    print(f"  {s:3d} | {N/s:8.5f} | {err:.4e} | "
          f"{np.log(ends[s].mean()/Q_exact):+.4e}")
print("error ratios on halving h: " + ", ".join(f"{r:.4f}" for r in ratios))
print(f"max |e2| / max q = {np.max(np.abs(e2))/scale:.4e} per segment^2")
print(f"mismatch of measured and predicted e2 at 640 steps = {e2_mismatch:.2e}")
print(f"error at 640 steps estimated from halving = {estimate:.4e} (relative)")
print(f"extrapolated error, 160/320 steps = {extra_coarse:.3e} (relative)")
print(f"extrapolated error, 320/640 steps = {extra_fine:.3e} (relative)")
print(f"extrapolated error ratio = {extra_ratio:.3f}")
print(f"one-sided splitting: error at 640 steps = {one_sided[1]:.3e} (relative)")
print(f"one-sided splitting: ratio 320 to 640 steps = {one_sided_ratio:.4f}")
print(f"missed junction: error at 641 steps = {missed[1]:.3e} (relative)")
print(f"missed junction: observed order = {missed_order:.4f}")
print("square-wave field: errors at 80, 160, 320 steps (relative) = "
      + ", ".join(f"{v:.3e}" for v in sharp_errors))
print("square-wave field: ratios = "
      + ", ".join(f"{v:.3f}" for v in sharp_ratios))
print(f"interface width, 40 steps = {width_coarse:.5f} nm")
print(f"interface width, 640 steps = {width_fine:.5f} nm")
print(f"bead chain versus thread, propagator = {bead_error:.3e} (relative)")
print(f"ideal interface width = {ideal_width:.3f} nm")
print(f"interface tension = {tension*1e3:.3f} mN/m")
print(f"thermal interface roughness, rms = {roughness:.3f} nm")
print(f"dispersity = {dispersity:.2f}, length spread = {100*spread:.1f} %")
print("B fraction at A centre, short/mean/long chain = "
      + ", ".join(f"{100*v:.3f}" for v in purity) + " %")
print(f"mean chain extension / contour length = {100*stretch:.2f} %")
print(f"finite-extension force correction = {100*force_correction:.3f} %")
print(f"pressure-field swing = {pressure_swing/1e6:.4f} MPa")
print(f"compressibility input = {compressibility:.1e} 1/Pa")
print(f"neglected density swing = {100*density_swing:.5f} %")
print("done: every assertion held")
```

It prints:

```
segments N = 500, b = 0.70 nm, chi = 0.040, chi N = 20.0
pitch = 28.0 nm, T = 500 K, kT = 43.087 meV
segment volume = 0.17 nm^3, D = 0.08167 nm^2/segment
radius of gyration = 6.390 nm, grid = 128 points
cosine amplitudes of (U_B-U_A)/2, harmonics 1,3,5,7,9 (meV/segment):
  0.96225, -0.15560, 0.03765, -0.00971, 0.00255
cosine amplitudes of (U_A+U_B)/2, harmonics 2,4,6,8,10 (meV/segment):
  0.18333, -0.13913, 0.05148, -0.01778, 0.00599
largest solved field-equation residual = 1.8e-14 (no unit)
largest total-density defect = 1.59e-04 (fraction)
exact-step Q = 67.056763, max q(x,N) = 160.057303 (no unit)
steps | h (segments) | max error / max q | ln Q error (no unit)
   40 | 12.50000 | 2.5377e-03 | -2.1293e-03
   80 |  6.25000 | 6.6359e-04 | -5.1182e-04
  160 |  3.12500 | 1.6867e-04 | -1.2648e-04
  320 |  1.56250 | 4.2374e-05 | -3.1525e-05
  640 |  0.78125 | 1.0607e-05 | -7.8752e-06
error ratios on halving h: 3.8242, 3.9341, 3.9806, 3.9951
max |e2| / max q = 1.7385e-05 per segment^2
mismatch of measured and predicted e2 at 640 steps = 8.42e-04
error at 640 steps estimated from halving = 1.0589e-05 (relative)
extrapolated error, 160/320 steps = 5.438e-07 (relative)
extrapolated error, 320/640 steps = 3.533e-08 (relative)
extrapolated error ratio = 15.393
one-sided splitting: error at 640 steps = 1.314e-03 (relative)
one-sided splitting: ratio 320 to 640 steps = 1.9464
missed junction: error at 641 steps = 3.379e-04 (relative)
missed junction: observed order = 1.0339
square-wave field: errors at 80, 160, 320 steps (relative) = 2.081e-02, 9.711e-03, 4.503e-03
square-wave field: ratios = 2.143, 2.156
interface width, 40 steps = 4.30615 nm
interface width, 640 steps = 4.47760 nm
bead chain versus thread, propagator = 1.737e-05 (relative)
ideal interface width = 2.858 nm
interface tension = 2.321 mN/m
thermal interface roughness, rms = 0.932 nm
dispersity = 1.05, length spread = 22.4 %
B fraction at A centre, short/mean/long chain = 3.068, 1.457, 0.946 %
mean chain extension / contour length = 4.00 %
finite-extension force correction = 0.096 %
pressure-field swing = 0.4957 MPa
compressibility input = 6.0e-10 1/Pa
neglected density swing = 0.02974 %
done: every assertion held
```
